# The Darwin Reflectivity Curve from a Recursion over Atomic Planes: verification in Python

```python
"""Darwin reflectivity of a semi-infinite stack of identical lossless planes.

Result under test, near diffraction order m:
    X = sin(phase - g0 - m*pi) / sin(g)
    R = exp(-i(phase - m*pi)) * (X - i*sqrt(1 - X^2))           for |X| <= 1
    R = exp(-i(phase - m*pi)) * (X - sign(X)*sqrt(X^2 - 1))     for |X| > 1
phase = k d sin(theta): phase gained between planes of spacing d
g, g0 = reflecting and forward strength of one plane,
        wavelength * r0 * F / (A sin(theta)), F = electrons per area A
        (form factor at the momentum transfer for g, at zero for g0)
r0    = classical electron radius = alpha^2 bohr
Lengths are in bohr and photon energies in Ry, so k = alpha * E / 2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv
from pyscf import gto, scf, dft

pi = np.pi
alpha = const.fine_structure
bohr_m = const.physical_constants["Bohr radius"][0]
rydberg_eV = const.physical_constants["Rydberg constant times hc in eV"][0]
r0 = alpha**2
r0_m = const.physical_constants["classical electron radius"][0]
assert abs(r0 * bohr_m / r0_m - 1) < 1e-7
arcsec = pi / 180 / 3600


def plane(g, g0):
    """Reflection and transmission amplitude of one unitary plane."""
    return -1j * np.exp(-1j * g0) * np.sin(g), np.exp(-1j * g0) * np.cos(g)


def stack(r, t, phase, doublings):
    """Amplitudes of 2**doublings planes, all multiple reflections included."""
    u = np.exp(1j * phase)
    rs, ts = r * u, t * u
    for _ in range(doublings):
        den = 1 - rs * rs
        rs, ts = rs + ts * ts * rs / den, ts * ts / den
    return rs / u, ts


def darwin(phase, g, g0, order):
    """Closed formula for the complex reflectivity."""
    X = np.sin(phase - g0 - order * pi) / np.sin(g)
    size = np.sqrt(np.abs(X * X - 1))
    root = np.where(np.abs(X) < 1, 1j * size, np.sign(X) * size)
    return np.exp(-1j * (phase - order * pi)) * (X - root)


# --- Spherical waves from a uniform plane add up to a specular plane wave.
# The distance R from source to observer is integrated along R = z + i s.
k_t, angle_t, z_t = 1.0, 0.6, 3.0


def wave_integrand(s):
    arg = k_t * np.cos(angle_t) * np.sqrt(2j * z_t * s - s * s + 0j)
    return 2j * pi * jv(0, arg) * np.exp(1j * k_t * z_t - k_t * s)


wave_sum = (quad(lambda s: wave_integrand(s).real, 0, 250, limit=400)[0]
            + 1j * quad(lambda s: wave_integrand(s).imag, 0, 250, limit=400)[0])
wave_formula = (2j * pi / (k_t * np.sin(angle_t))
                * np.exp(1j * k_t * np.sin(angle_t) * z_t))
assert abs(wave_sum / wave_formula - 1) < 1e-6

# --- Darwin's layer equations as a linear system against stack doubling.
n_layers, phase_t = 8, 2.9
r, t = plane(0.3, 0.5)
u = np.exp(1j * phase_t)
size = n_layers + 1
eqs = np.zeros((2 * size, 2 * size), complex)
rhs = np.zeros(2 * size, complex)
eqs[0, 0] = rhs[0] = 1                 # incident amplitude T_0 = 1
eqs[1, 2 * size - 1] = 1               # nothing comes up from below
for j in range(n_layers):
    eqs[2 + 2 * j, [size + j, j, size + j + 1]] = [1, -r, -t * u]
    eqs[3 + 2 * j, [j + 1, j, size + j + 1]] = [1, -u * t, -r * u * u]
amplitudes = np.linalg.solve(eqs, rhs)
assert abs(amplitudes[size] - stack(r, t, phase_t, 3)[0]) < 1e-11

# --- Closed formula for strong planes, where a first-order law would fail.
eps = np.array([-1.2, -0.5, -0.2, 0.1, 0.25, 0.6, 1.0])
for order in (1, 2):
    ph = order * pi + 0.5 + eps
    numeric = stack(r, t, ph + 1e-7j, 30)[0]
    assert np.max(np.abs(numeric - darwin(ph, 0.3, 0.5, order))) < 1e-5

# --- Wave equation E'' + (kz^2 - 4 pi r0 n(z)) E = 0 in a periodic density:
# smooth Gaussian layers, no plane amplitudes and no first-order theory.
d_w, width_w, strength_w, slices = 5.0, 0.6, 1e-4, 1024
h = d_w / slices
z_mid = (np.arange(slices) + 0.5) * h - d_w / 2
potential = (4 * pi * strength_w * np.exp(-z_mid**2 / (2 * width_w**2))
             / (width_w * np.sqrt(2 * pi)))


def period_matrix(kz):
    K = np.sqrt(kz**2 - potential)
    c, s = np.cos(K * h), np.sin(K * h)
    mats = np.stack([np.stack([c, s / K], -1),
                     np.stack([-K * s, c], -1)], -2)
    while len(mats) > 1:
        mats = mats[1::2] @ mats[0::2]
    return mats[0]


kz_bragg = pi / d_w
g0_w = 2 * pi * strength_w / kz_bragg
g_w = g0_w * np.exp(-(2 * kz_bragg * width_w)**2 / 2)


def gap_function(ph):
    return np.trace(period_matrix(ph / d_w)) / 2 + 1


mid_w = pi + g0_w
low_edge = brentq(gap_function, mid_w - 3 * g_w, mid_w, xtol=1e-13)
high_edge = brentq(gap_function, mid_w, mid_w + 3 * g_w, xtol=1e-13)
shift_w = (low_edge + high_edge) / 2 - pi
half_w = (high_edge - low_edge) / 2
assert abs(shift_w / g0_w - 1) < 5e-3
assert abs(half_w / g_w - 1) < 5e-3
for X in (-1.5, -0.5, 0.5, 2.0):
    ph = mid_w + X * g_w
    kz = ph / d_w
    values, vectors = np.linalg.eig(period_matrix(kz))
    E, dE = vectors
    ratio = (1j * kz * E - dE) / (1j * kz * E + dE)
    pick = np.argmin(np.abs(values)) if abs(X) < 1 else np.argmin(np.abs(ratio))
    expected = np.exp(1j * ph) * darwin(ph, g_w, g0_w, 1)
    assert abs(ratio[pick] - expected) < 1e-2

# --- NaCl: Hartree-Fock densities of the free ions.
nodes, weights = np.polynomial.legendre.leggauss(300)
x01 = (nodes + 1) / 2
radius = 30 * x01**3
radial_weight = weights / 2 * 90 * x01**2


def ion(symbol, charge, basis):
    mol = gto.M(atom=symbol + " 0 0 0", charge=charge, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()

    def density(points):
        ao = mol.eval_gto("GTOval_sph", points)
        return np.einsum("pi,ij,pj->p", ao, dm, ao)

    ray = np.zeros((len(radius), 3))
    ray[:, 2] = radius
    rho = density(ray)

    def form_factor(q):
        return np.sum(radial_weight * 4 * pi * radius**2 * rho
                      * np.sinc(q * radius / pi))

    assert abs(form_factor(0.0) - mol.nelectron) < 1e-3
    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    along = grid.coords @ np.ones(3) / np.sqrt(3)
    direct = np.sum(grid.weights * density(grid.coords) * np.cos(1.2 * along))
    assert abs(direct - form_factor(1.2)) < 5e-3
    return form_factor


f_na = ion("Na", 1, "def2-tzvp")
f_cl = ion("Cl", -1, "aug-cc-pvtz")

energy = 600.0
a = 5.6e-10 / bohr_m                   # rough measured size of the cubic cell
d = a / 2
area = a * a / 2                       # plane area per NaCl pair
k = alpha * energy / 2
wavelength = 2 * pi / k
F0 = f_na(0.0) + f_cl(0.0)
delta = wavelength**2 * r0 * F0 / (2 * pi * area * d)

print(f"photon energy: {energy:.0f} Ry = {energy*rydberg_eV/1e3:.3f} keV")
print(f"wavelength: {wavelength:.4f} bohr; wavenumber: {k:.4f} 1/bohr")
print(f"classical electron radius: {r0:.4e} bohr")
print(f"lattice parameter (rough): {a:.3f} bohr = {a*bohr_m*1e10:.1f} angstrom")
print(f"plane spacing: {d:.3f} bohr; area per pair: {area:.2f} bohr^2")
print(f"forward form factor per pair: {F0:.3f} electrons")
print(f"refractive decrement delta: {delta:.3e}")

results = {}
for order in (1, 2):
    theta = np.arcsin(order * pi / (k * d))
    q = 2 * k * np.sin(theta)
    F = f_na(q) + f_cl(q)
    assert 0 < F < F0
    g = wavelength * r0 * F / (area * np.sin(theta))
    g0 = wavelength * r0 * F0 / (area * np.sin(theta))
    per_angle = k * d * np.cos(theta)
    shift, full = g0 / per_angle, 2 * g / per_angle
    # Refraction shift from Snell's law and Bragg's law inside the crystal.
    n = 1 - delta
    inside = np.arcsin(order * wavelength / (2 * d * n))
    snell = np.arccos(n * np.cos(inside)) - theta
    assert abs(snell / shift - 1) < 1e-3
    assert abs(2 * delta / np.sin(2 * theta) / shift - 1) < 1e-9
    # Angular edges of the plateau with the angle dependence of g and g0 kept.
    edges = []
    for side in (-1, 1):
        def edge(x, side=side):
            th = theta + x
            qx = 2 * k * np.sin(th)
            unit = wavelength * r0 / (area * np.sin(th))
            return (k * d * np.sin(th) - order * pi
                    - unit * (F0 + side * (f_na(qx) + f_cl(qx))))
        edges.append(brentq(edge, -1e-3, 1e-3, xtol=1e-14))
    assert abs((edges[1] - edges[0]) / full - 1) < 1e-3
    results[order] = (theta, g, g0, per_angle)
    tag = f"order {order}"
    print(f"{tag} Bragg angle: {np.degrees(theta):.4f} deg; q: {q:.4f} 1/bohr")
    print(f"{tag} form factors Na+, Cl-, sum: "
          f"{f_na(q):.3f}, {f_cl(q):.3f}, {F:.3f} electrons")
    print(f"{tag} g: {g:.4e}; g0: {g0:.4e}; g0/g: {g0/g:.4f}")
    print(f"{tag} refraction shift: {shift*1e6:.3f} microrad"
          f" = {shift/arcsec:.3f} arcsec")
    print(f"{tag} shift from Snell's law: {snell*1e6:.3f} microrad")
    print(f"{tag} total-reflection width: {full*1e6:.3f} microrad"
          f" = {full/arcsec:.3f} arcsec")
    print(f"{tag} amplitude decay depth at centre: {d/g:.0f} bohr"
          f" = {d/g*bohr_m*1e6:.3f} micrometre; planes: {1/g:.0f}")

theta, g, g0, per_angle = results[1]
r, t = plane(g, g0)
damping = 1e-4 * g                     # selects the semi-infinite limit


def reflectivity(ph):
    return np.abs(stack(r, t, ph + 1j * damping, 31)[0])**2


print("order 1 table from layer doubling:")
print("X | angle minus Bragg (microrad) | reflectivity | kinematic")
for X in (-3.0, -1.5, -0.5, 0.0, 0.5, 1.5, 3.0):
    ph = pi + g0 + X * g
    value = reflectivity(ph)
    assert abs(value - abs(darwin(ph, g, g0, 1))**2) < 1e-3
    kinematic = g**2 / (4 * np.sin(ph)**2)
    print(f"{X:5.1f} | {(g0+X*g)/per_angle*1e6:8.3f}"
          f" | {value:.4f} | {kinematic:.4f}")
at_bragg = reflectivity(pi)
assert abs(at_bragg - abs(darwin(pi, g, g0, 1))**2) < 1e-3
print(f"reflectivity at uncorrected Bragg angle: {at_bragg:.4f}")

# --- Area and half-maximum width of the numerical curve.
X_grid = np.linspace(-40, 40, 40002)
step = X_grid[1] - X_grid[0]
curve = reflectivity(pi + g0 + X_grid * g)
area_X = np.sum(curve) * step + 1 / 80  # last term: both tails beyond 40
fwhm_X = np.sum(curve > 0.5) * step
assert abs(area_X - 8 / 3) < 3e-3
assert abs(fwhm_X - 3 / np.sqrt(2)) < 5e-3
print(f"area under curve in X: {area_X:.3f}; 8/3 = {8/3:.3f}")
print(f"full width at half maximum in X: {fwhm_X:.3f}")
print(f"order 1 full width at half maximum: "
      f"{3/np.sqrt(2)*g/per_angle*1e6:.3f} microrad")
print(f"order 1 integrated reflectivity: {8/3*g/per_angle*1e6:.3f} microrad")

# --- Decay of the wave inside the crystal at the centre of the plateau.
through = abs(stack(r, t, pi + g0, 14)[1])
assert abs(through * np.cosh(2**14 * g) - 1) < 1e-3

# --- Truncated amplitudes 1 - i g0 and -i g create energy.
excess = abs(stack(-1j * g, 1 - 1j * g0, pi + g0, 20)[0])**2 - 1
assert abs(excess / ((g0**2 + g**2) / g) - 1) < 1e-2
print(f"excess over 1 with truncated plane amplitudes: {excess:.3e}")

# --- Tails against an explicit kinematic sum over planes.
print("tail: X | dynamical/kinematic | same, kinematic centre shifted")
for X in (5.0, 20.0, 100.0):
    offset = g0 + X * g
    ph = pi + offset
    eta = offset / 100
    index = np.arange(int(10 / eta))
    kin_sum = abs(g * np.sum(np.exp((2j * offset - 2 * eta) * index)))**2
    kin = g**2 / (4 * np.sin(ph)**2)
    assert abs(kin_sum / kin - 1) < 2e-3
    plain = reflectivity(ph) / kin
    shifted = reflectivity(ph) / (g**2 / (4 * np.sin(ph - g0)**2))
    assert abs(shifted - 1 - 1 / (2 * X**2)) < 1e-3
    if X == 100.0:
        assert abs(plain - 1 - 2 * g0 / offset) < 1e-3
    print(f"{X:5.0f} | {plain:.4f} | {shifted:.4f}")

# --- A finite kinematic crystal averaged over thickness: two faces reflect.
offset = 0.02
partial = np.cumsum(np.exp(2j * offset * np.arange(20000)))
face_ratio = np.mean(np.abs(partial)**2) * 4 * np.sin(offset)**2
assert abs(face_ratio - 2) < 1e-2
print(f"thickness-averaged finite / semi-infinite kinematic: {face_ratio:.3f}")
print(f"wave-equation test, shift: {shift_w:.5e}; g0: {g0_w:.5e}")
print(f"wave-equation test, half width: {half_w:.5e}; g: {g_w:.5e}")
print("all tests passed")
```

Output:

```
photon energy: 600 Ry = 8.163 keV
wavelength: 2.8701 bohr; wavenumber: 2.1892 1/bohr
classical electron radius: 5.3251e-05 bohr
lattice parameter (rough): 10.582 bohr = 5.6 angstrom
plane spacing: 5.291 bohr; area per pair: 55.99 bohr^2
forward form factor per pair: 28.000 electrons
refractive decrement delta: 6.598e-06
order 1 Bragg angle: 15.7363 deg; q: 1.1875 1/bohr
order 1 form factors Na+, Cl-, sum: 8.662, 12.694, 21.355 electrons
order 1 g: 2.1492e-04; g0: 2.8179e-04; g0/g: 1.3111
order 1 refraction shift: 25.274 microrad = 5.213 arcsec
order 1 shift from Snell's law: 25.273 microrad
order 1 total-reflection width: 38.553 microrad = 7.952 arcsec
order 1 amplitude decay depth at centre: 24619 bohr = 1.303 micrometre; planes: 4653
order 2 Bragg angle: 32.8486 deg; q: 2.3749 1/bohr
order 2 form factors Na+, Cl-, sum: 6.053, 8.640, 14.693 electrons
order 2 g: 7.3937e-05; g0: 1.4090e-04; g0/g: 1.9056
order 2 refraction shift: 14.479 microrad = 2.986 arcsec
order 2 shift from Snell's law: 14.478 microrad
order 2 total-reflection width: 15.196 microrad = 3.134 arcsec
order 2 amplitude decay depth at centre: 71564 bohr = 3.787 micrometre; planes: 13525
order 1 table from layer doubling:
X | angle minus Bragg (microrad) | reflectivity | kinematic
 -3.0 |  -32.555 | 0.0294 | 0.0877
 -1.5 |   -3.641 | 0.1459 | 7.0090
 -0.5 |   15.636 | 0.9998 | 0.3800
  0.0 |   25.274 | 0.9998 | 0.1454
  0.5 |   34.913 | 0.9998 | 0.0762
  1.5 |   54.189 | 0.1459 | 0.0316
  3.0 |   83.104 | 0.0294 | 0.0135
reflectivity at uncorrected Bragg angle: 0.2145
area under curve in X: 2.666; 8/3 = 2.667
full width at half maximum in X: 2.120
order 1 full width at half maximum: 40.892 microrad
order 1 integrated reflectivity: 51.404 microrad
excess over 1 with truncated plane amplitudes: 5.846e-04
tail: X | dynamical/kinematic | same, kinematic centre shifted
    5 | 1.6259 | 1.0205
   20 | 1.1368 | 1.0013
  100 | 1.0264 | 1.0001
thickness-averaged finite / semi-infinite kinematic: 1.998
wave-equation test, shift: 9.99664e-04; g0: 1.00000e-03
wave-equation test, half width: 7.52332e-04; g: 7.52583e-04
all tests passed
```
